Before diagonalizing a short spin chain to find its excitation gap or order parameter, one must decide how many spins are enough, how to terminate the chain, and on which site to read the magnetization. For the transverse-field Ising chain all three choices can be judged against closed formulas. I take couplings $J,h>0$, Pauli matrices $\sigma$, and

$$H(J,h)=-h\sum_{j=1}^{N}\sigma^x_j-J\sum_{j=1}^{N-1}\sigma^z_j\sigma^z_{j+1}-J\sigma^z_N .$$

The left end is free. The last term is a bond to a spin held up at site $N+1$, so I set $\sigma^z_{N+1}=1$. It is there for a reason: without it $H$ commutes with $\prod_j\sigma^x_j$, which reverses every $\sigma^z_j$, and every nondegenerate eigenstate has $\langle\sigma^z_j\rangle=0$. The fixed end selects one ordered state.

## 1. One spin

For $N=1$, $H=-h\sigma^x-J\sigma^z$ has levels $\pm\sqrt{J^2+h^2}$ and ground-state magnetization $\langle\sigma^z\rangle=J/\sqrt{J^2+h^2}$. The unitary $(\sigma^x+\sigma^z)/\sqrt2$ exchanges $\sigma^x$ and $\sigma^z$, hence $J$ and $h$. All three facts generalize.

## 2. Self-duality for N spins

Name the terms of $H$ in order along the chain:

$$g_{2j-1}=\sigma^x_j,\qquad g_{2j}=\sigma^z_j\sigma^z_{j+1},\qquad g_{2N}=\sigma^z_N .$$

Each squares to 1, neighbours in the list anticommute, and all other pairs commute. The reversed list $g'_n=g_{2N+1-n}$ obeys the same rules. To turn this into a unitary, label the $\sigma^z$ basis by $n_j\in\{0,1\}$ and define

$$|n\rangle=\prod_j(g_{2j-1})^{n_j}|{\uparrow\cdots\uparrow}\rangle,\qquad U|n\rangle=\prod_j(g'_{2j-1})^{n_j}|{\rightarrow\cdots\rightarrow}\rangle .$$

The all-up state has $g_{2l}=1$ for every $l$. The all-right state has $g'_{2l}=\sigma^x_{N+1-l}=1$. Since $g'_{2l}$ anticommutes with $g'_{2l-1}$ and $g'_{2l+1}$, it has eigenvalue $(-1)^{n_l+n_{l+1}}$ on $U|n\rangle$, with $n_{N+1}=0$; $g_{2l}$ has the same eigenvalue on $|n\rangle$. These eigenvalues determine $n_N$, then $n_{N-1}$, and so on, so the $2^N$ vectors $U|n\rangle$ are orthonormal and $U$ is unitary. Odd generators toggle one $n_j$ in both bases. Therefore

$$Ug_nU^\dagger=g_{2N+1-n},\qquad UH(J,h)U^\dagger=H(h,J).$$

This is an identity at finite $N$, confirmed for eight spins to rounding error. It also maps $\sigma^z_i=\prod_{l=i}^N g_{2l}$ to $\sigma^x_1\cdots\sigma^x_{N+1-i}$: local order in one chain is string order in its dual. Duality makes the spectrum symmetric under $J\leftrightarrow h$, but does not by itself show that a gap closes at $h=J$. For that I need the levels.

## 3. The levels

Define, for $j\le N$,

$$a_j=\Big(\prod_{l<j}\sigma^x_l\Big)\sigma^z_j,\quad b_j=\Big(\prod_{l<j}\sigma^x_l\Big)\sigma^y_j,\quad a_{N+1}=\prod_{l=1}^N\sigma^x_l .$$

These $2N+1$ Hermitian operators square to 1 and anticommute: on one site because $\sigma^y\sigma^z=-\sigma^z\sigma^y$, on different sites because the longer string contains a $\sigma^x$ that meets one $\sigma^y$ or $\sigma^z$. From $b_ja_j=\sigma^y_j\sigma^z_j=i\sigma^x_j$ and $b_ja_{j+1}=\sigma^y_j\sigma^x_j\sigma^z_{j+1}=-i\sigma^z_j\sigma^z_{j+1}$,

$$\sigma^x_j=-ib_ja_j,\qquad \sigma^z_j\sigma^z_{j+1}=ib_ja_{j+1},$$

the second also at $j=N$. Hence

$$H=i\sum_{j,m}b_jB_{jm}a_m,\qquad B_{jj}=h,\quad B_{j,j+1}=-J .$$

The $N\times N$ matrix $T=BB^T$ has $J^2+h^2$ on its whole diagonal and $-Jh$ beside it. Its eigenvectors must vanish at sites $0$ and $N+1$:

$$u_n(j)=\sqrt{\tfrac{2}{N+1}}\sin q_nj,\qquad q_n=\frac{\pi n}{N+1},\qquad s_n^2=J^2+h^2-2Jh\cos q_n ,$$

because $\sin q(j-1)+\sin q(j+1)=2\cos q\sin qj$. All $s_n>0$. The vectors $v_n=B^Tu_n/s_n$ are orthonormal, and one more unit vector $v_0$ completes their $(N+1)$-dimensional space. With $\beta_n=\sum_ju_n(j)b_j$ and $\alpha_n=\sum_mv_n(m)a_m$,

$$H=\sum_{n=1}^Ns_nR_n,\qquad R_n=i\beta_n\alpha_n .$$

The $R_n$ commute and square to 1. The unitary $\alpha_n\alpha_0$ reverses $R_n$ and leaves the others alone, so all $2^N$ sign patterns have equal multiplicity. The space has dimension $2^N$, so each occurs once:

$$E=\sum_n\pm s_n .$$

The ground state is unique, with all $R_n=-1$. For $N=1$, $q_1=\pi/2$ returns Section 1.

**Energy check.** The sum over $n$ is a trapezoid sum with $N+1$ intervals and its endpoints missing. For $h\ne J$ the integrand is periodic and analytic, so the trapezoid error is exponentially small in $N$. The endpoint values are $|J-h|$ and $J+h$, so

$$E_0\simeq(N+1)e_0+\max(J,h),\qquad e_0=-\frac1\pi\int_0^\pi s(q)\,dq .$$

At $J=1$, $h=0.6$, $N=8$, with energies in units of $J$, $9(-1.09224)+1=-8.8302$, against $-8.8301$ from diagonalization.

## 4. The gap and its rounding

The lowest excitation reverses $R_1$:

$$\Delta_N=2s_1=2\sqrt{(J-h)^2+4Jh\sin^2\frac{\pi}{2(N+1)}}\;\longrightarrow\;2|J-h| .$$

The linear closing belongs to the infinite chain. At $h=J$ a finite chain keeps the gap $4J\sin[\pi/(2N+2)]$, and the linear law is good when $|J-h|\gg\pi\sqrt{Jh}/(N+1)$.

For $h=0.6J$ and $N=8$, $2s_1=2(0.482J)=0.964J$, about 21% above the infinite-chain value $0.8J$. With 400 spins the gaps at $h/J=0.9,\,1.0,\,1.1$ are $0.2006J,\ 0.0157J,\ 0.2007J$, against $0.2J,\,0,\,0.2J$.

The eight-spin gap is smaller at $h=0.9J$ ($0.689J$) than at $h=J$ ($0.695J$). At fixed $J$, $\partial s_1^2/\partial h=2h-2J\cos q_1$ vanishes at $h=J\cos[\pi/(N+1)]$, below $J$. Taking the minimum of the gap as the transition therefore underestimates the critical field by about $\pi^2J/[2(N+1)^2]$.

The termination matters too. In the ordered phase, $h<J$, the excitation is a domain wall. Here a single wall can exist; on a ring walls come in pairs, so the threshold above the two nearly degenerate ground states is twice as large, $4(J-h)$. For an eight-spin ring at $h=0.3J$ the pair is split by $2.6\times10^{-5}J$, and the next level lies at $2.93J$, near the threshold $2.8J$.

## 5. Magnetization as a determinant

In the ground state $\langle i\beta_n\alpha_m\rangle=-\delta_{nm}$, since for $m\ne n$ the product anticommutes with $R_n$. Transforming back,

$$C_{lm}\equiv\langle ib_la_m\rangle=-\sum_nu_n(l)v_n(m)=-(T^{-1/2}B)_{lm}.$$

A product of bonds telescopes: $\sigma^z_i\sigma^z_k=\prod_{l=i}^{k-1}(ib_la_{l+1})$. Expand each $b$ in the $\beta_n$ and each $a$ in the $\alpha_m$. Anticommutation lets one antisymmetrize the coefficients, so no mode repeats. A term survives if every $\beta_n$ has its partner $\alpha_n$; otherwise it anticommutes with some $R_n$. The partners may be permuted, and reordering them gives the sign of the permutation. This sum is a determinant:

$$\langle\sigma^z_i\sigma^z_k\rangle=\det\big[C_{l,m+1}\big]_{l,m=i}^{k-1}.$$

For the magnetization put $k=N+1$ and $r=N+1-i$, the distance from the fixed end. Column $m+1$ of $-B$ has entries $J$ in row $m$ and $-h$ in row $m+1$, both inside the block. The block of $C$ is thus the block of $T^{-1/2}$ times a triangular matrix with diagonal $J$:

$$\langle\sigma^z_i\rangle=J^r\det\big[(T^{-1/2})_{lm}\big]_{l,m=i}^{N}>0 .$$

It is positive because $T^{-1/2}$ is positive definite. At $N=1$ it gives $J/\sqrt{J^2+h^2}$, and at $h=0$ it gives 1.

**The free end.** For $i=1$ the block is the whole matrix, so $\langle\sigma^z_1\rangle=J^N/\sqrt{\det T}$. Expanding along the last row gives $D_N=(J^2+h^2)D_{N-1}-J^2h^2D_{N-2}$ for $D_N=\det T$, with $D_0=1$, $D_1=J^2+h^2$. The solution is $D_N=\sum_{k=0}^NJ^{2(N-k)}h^{2k}$. With $\lambda=h/J\neq1$,

$$\langle\sigma^z_1\rangle=\sqrt{\frac{1-\lambda^2}{1-\lambda^{2N+2}}} .$$

For $\lambda<1$ and $N\to\infty$ the end spin follows a square root. At $\lambda=0.6$, $\sqrt{0.64}=0.8$, and the eight-spin chain gives $0.80004$. The bulk must be found elsewhere.

## 6. The infinite chain as a Toeplitz problem

Let $N\to\infty$ first, at fixed $r$, and count sites $p=1,2,\dots$ from the fixed end. Set $J=1$ and $\lambda<1$. The sine vectors give, for $F=T^{-1/2}$,

$$F_{pp'}=\frac2\pi\int_0^\pi\frac{\sin qp\,\sin qp'}{s(q)}dq=f_{p-p'}-f_{p+p'},\quad f_n=\frac1\pi\int_0^\pi\frac{\cos nq}{s(q)}dq,$$

with $s(q)=|1-\lambda e^{iq}|$. The first term is Toeplitz (it depends on $p-p'$), the second Hankel (on $p+p'$). Let $P_r$ project on the first $r$ sites. The magnetization is $m_r=\det P_rFP_r$.

Deep in the bulk the Hankel term disappears. Then $C_{l,m+1}=f_{l-m}-\lambda f_{l-m-1}$, and the two-point function at separation $r$ is a pure Toeplitz determinant $D^{zz}_r$ with symbol

$$\phi(q)=\frac{1-\lambda e^{iq}}{|1-\lambda e^{iq}|}=(1-\lambda e^{iq})^{1/2}(1-\lambda e^{-iq})^{-1/2}.$$

Let $S$ shift site $p$ to $p+1$. Then $S^\dagger S=1$, but $SS^\dagger$ misses site 1. Define

$$V=(1-\lambda S^\dagger)^{1/2}=e^a,\qquad a=-\sum_{n\ge1}\frac{\lambda^n}{2n}S^{\dagger n}.$$

Products with $S^\dagger$ on the left and $S$ on the right multiply symbols without boundary terms, so

$$T=(1-\lambda S^\dagger)(1-\lambda S)=V^2(V^T)^2,\qquad \mathcal T(\phi)=V^{-1}V^T,$$

where $\mathcal T(\phi)$ is the half-infinite Toeplitz matrix. In the opposite order, $S^nS^{\dagger k}$ differs from the pure shift at entries $(p,p')$ with $p\le n$, $p'\le k$. Its coefficient carries $\lambda^{n+k}$, so reordering costs a matrix that decays exponentially in $p+p'$.

## 7. The two-point limit

$V$ is upper triangular with unit diagonal, hence $VP_r=P_rVP_r$ and $P_rV^{-T}=P_rV^{-T}P_r$, where $V^{-T}=(V^T)^{-1}$. Multiplying by these blocks, whose determinants are 1, changes nothing:

$$D^{zz}_r=\det P_rV^{-1}V^TP_r=\det P_rQP_r,\qquad Q=V^{-T}V^{-1}V^TV .$$

By the reordering estimate $Q-1$ decays exponentially away from the corner, so $D^{zz}_r\to\det Q$.

$Q$ has the form $M(1)$ with $M(t)=e^{tX}e^Ye^{-tX}e^{-Y}$, $X=-a^T$, $Y=-a$. Differentiation gives

$$M'M^{-1}=X-e^{tX}e^YXe^{-Y}e^{-tX}=e^{tX}(X-e^YXe^{-Y})e^{-tX}.$$

Thus $\frac{d}{dt}\ln\det M=\mathrm{tr}(X-e^YXe^{-Y})$. Replace $Y$ by $yY$: the $y$-derivative of this trace is $\mathrm{tr}\,e^{yY}[X,Y]e^{-yY}=\mathrm{tr}[X,Y]$. Integrating over $y$ and $t$ from 0 to 1,

$$\ln\det Q=\mathrm{tr}[X,Y]=\mathrm{tr}[a^T,a].$$

For finite matrices this trace would vanish. Here $S^nS^{\dagger n}-S^{\dagger n}S^n$ is minus the projector on the first $n$ sites, with trace $-n$; unequal powers have no diagonal. So

$$\mathrm{tr}[a^T,a]=-\sum_n n\frac{\lambda^{2n}}{4n^2}=\tfrac14\ln(1-\lambda^2),\qquad D^{zz}_r\to(1-\lambda^2)^{1/4}.$$

## 8. The magnetization itself

Long-range order suggests $m=(1-\lambda^2)^{1/8}$, but that assumes distant spins become independent. The one-point determinant settles it. The same triangular trick gives

$$m_r=\det P_rV^TFVP_r\to m=\det(V^TFV)=\det(FW),\qquad W=VV^T .$$

The limit exists because $F$ is $V^{-1}V^{-T}$ minus the decaying Hankel part. Since $WF$ and $FW$ are similar,

$$m^2=\det(FW)\det(WF)=\det(FW^2F)=\det(W^2F^2)=\det(W^2T^{-1}).$$

Insert $T^{-1}=V^{-T}V^{-T}V^{-2}$:

$$W^2T^{-1}=VV^TV\,V^{-T}V^{-2}.$$

Conjugation by $V$ turns this into $V^TVV^{-T}V^{-1}$, and conjugation by $V^TV$ turns that into $Q$. Hence $m^2=\det Q$. As all $m_r$ are positive,

$$\boxed{\,m=\left(1-\frac{h^2}{J^2}\right)^{1/8}\quad(h<J)\,}$$

and the long-range order equals $m^2$.

For $h=0.6J$, $m=0.64^{1/8}=0.94574$ and $m^2=0.89443$. The half-line profile is $0.95270$ at $r=1$, $0.94608$ at $r=3$ and $0.94574$ at $r=10$. In the eight-spin chain it rises from $0.800$ at the free end to $0.953$ at the fixed end and crosses the bulk value between sites 6 and 7. Site 6 reads $0.94571$. This close agreement is partly a crossing of two opposite end effects, so one matching site does not establish convergence.

## 9. Beyond and at the transition

**Disordered side.** For $h>J$ put $\mu=J/h$. Now $T=h^2[1+\mu^2-\mu(S+S^\dagger)]$, so the determinant already solved appears with a different prefactor:

$$\langle\sigma^z\rangle_r\simeq\left(\frac Jh\right)^r\left(1-\frac{J^2}{h^2}\right)^{1/8}\to0 .$$

The fixed end is forgotten over a length $1/\ln(h/J)$ in lattice spacings. At $h=1.5J$, $\langle\sigma^z\rangle$ is $0.0161$ at $r=10$; at $r=40$, with $(J/h)^r$ divided out, it is $0.92916$, equal to the predicted amplitude to the digits shown. By Section 2 the string $\sigma^x_1\cdots\sigma^x_r$ from the free end does survive here, with limit $(1-J^2/h^2)^{1/8}$.

**Critical point.** At $h=J=1$ the operator argument fails, because the exponential decay is lost. The block of $C$ can be evaluated directly. In coordinates from the fixed end it is $F_{pp'}-F_{p,p'-1}$. With $s=2\sin(q/2)$ and $\sin qp'-\sin q(p'-1)=2\sin(q/2)\cos q(p'-\tfrac12)$,

$$\frac2\pi\int_0^\pi\sin qp\,\cos q(p'-\tfrac12)\,dq=\frac{2p}{\pi}\,\frac{1}{p^2-(p'-\frac12)^2}.$$

Apart from the factor $2p/\pi$ in each row, this is a Cauchy matrix with $x_p=p^2$, $y_p=(p-\frac12)^2$, for which

$$\det\frac1{x_i-y_j}=\frac{\prod_{i<j}(x_j-x_i)(y_i-y_j)}{\prod_{i,j}(x_i-y_j)} .$$

The ratio of successive determinants is

$$\frac{m_r}{m_{r-1}}=\frac{2r}{\pi(r-\frac14)}\prod_{i<r}\frac{(x_r-x_i)(y_r-y_i)}{(x_r-y_i)(y_r-x_i)} .$$

Factoring the differences of squares, the four products are, in the order written,

$$\frac{\Gamma(2r)}r,\quad\Gamma(2r-1),\quad\frac{\Gamma(2r-\frac12)}{\Gamma(\frac32)},\quad\frac{\Gamma(2r-\frac12)}{\Gamma(\frac12)(r-\frac12)} .$$

Using $\Gamma(\frac12)\Gamma(\frac32)=\pi/2$ and $x\Gamma(x)=\Gamma(x+1)$,

$$\frac{m_r}{m_{r-1}}=\frac{\Gamma(2r)^2}{\Gamma(2r-\frac12)\Gamma(2r+\frac12)}\simeq1-\frac1{8r}.$$

The last form holds at large $r$: the logarithm is minus a second difference of $\ln\Gamma$ with step $\frac12$, about $-\frac14\cdot\frac1{2r}$. Hence $m_r\propto r^{-1/8}$, and the magnetization vanishes in the limit, but slowly: it is still $0.369$ at $r=1000$. The product $m_rr^{1/8}$ settles near $0.876$. Near the transition, then, a sizeable magnetization far from the fixed end is not evidence of order; its dependence on $r$ must be followed. The numerical output below gives the profiles and gaps used here.

## Computed results

```
Coupling J = 1.0 (unit of energy), field h = 0.6 J, N = 8 spins
Mode energies s_n (J): [0.482  0.6639 0.8718 1.0731 1.2523 1.4    1.5097 1.5772]
Ground energy, diagonalization: -8.830142 J
Ground energy, -sum s_n: -8.830142 J
Gap, diagonalization: 0.964093 J
Gap, 2 s_1: 0.964093 J
Gap, infinite chain 2|J-h|: 0.800000 J
Bulk energy per site: -1.092239 J
Largest entry of U H(J,h) U^T - H(h,J): 2.4e-14 J
Gap (J) against field: h/J, N = 8, N = 400, infinite chain
  0.8  0.73890  0.40025  0.40000
  0.9  0.68863  0.20055  0.20000
  1.0  0.69459  0.01567  0.00000
  1.1  0.75545  0.20067  0.20000
  1.2  0.85962  0.40037  0.40000
Ring, N = 8, h = 0.3 J: splitting of ground pair 2.64e-05 J
Ring, third level above ground: 2.92759 J
Ring, infinite-size value 4(J-h): 2.80000 J
Magnetization, N = 8, sites 1..8, diagonalization (dimensionless):
   [0.80004 0.90639 0.93392 0.94205 0.94465 0.94571 0.94705 0.95268]
Magnetization, N = 8, sites 1..8, determinant (dimensionless):
   [0.80004 0.90639 0.93392 0.94205 0.94465 0.94571 0.94705 0.95268]
Infinite chain, h = 0.6 J: r, <Z> at distance r, bulk <Z Z> at separation r
   1  0.95270265  0.90277993
   2  0.94714965  0.89580219
   3  0.94607904  0.89471494
   5  0.94576620  0.89444462
  10  0.94574167  0.89442722
  20  0.94574161  0.89442719
Limit (1-h^2/J^2)^(1/8): 0.94574161
Limit (1-h^2/J^2)^(1/4): 0.89442719
Trace of [a^T,a]: -0.11157178
Commutator determinant: 0.89442719
det(FW): 0.94574161
h = 1.5 J: <Z> at r = 10: 0.016113
h = 1.5 J: <Z> (h/J)^r at r = 40: 0.929161
h = 1.5 J: (1-J^2/h^2)^(1/8): 0.929161
h = J: r, <Z>, <Z> r^(1/8)
     1  0.848826  0.848826
    10  0.654704  0.873061
   100  0.492350  0.875535
  1000  0.369314  0.875782
h = J: <Z>(4000)/<Z>(2000) = 0.917011, 2^(-1/8) = 0.917004
```
